Null events and trials per collision in Monte Carlo transport

**Problem**

An electron moves through a semiconductor channel. It flies freely under the field until a scattering event changes its wavevector, then flies again. In a Monte Carlo calculation the flight times are drawn at random. The physical scattering rate is P = 2×10¹³ s⁻¹, but the flights are drawn with a larger constant rate G = 1×10¹⁴ s⁻¹, the total trial rate. At the end of each drawn flight a second random number decides whether the trial is a physical collision or a null event. A null event, also called self-scattering, leaves the position, wavevector and band of the electron as they are.

(a) What fraction of the trials are null events?
(b) How many trials are made, on average, per physical collision?
(c) By how much does the number of trials scatter about its mean?
(d) Do the null events change the motion of the electron?

"Total" means that G counts physical and null events together. Both rates are constant in time, and 0 < P ≤ G. The algebra uses atomic units, ħ = m_e = e = 1. The answers to (a), (b) and (c) are pure numbers and do not depend on the unit of time.

The larger rate is useful because P usually varies along a flight. The chance of surviving a time t without a collision then contains the integral of P over the path, and drawing t means solving an equation with that integral in it. With a constant G the survival chance is exp(−Gt). Setting it equal to a random number r, uniform between 0 and 1, gives t = −(ln r)/G at once. The price is the null events.

**Hints**

1. Picture two independent clocks, one ringing for physical events at rate P and one for null events at rate N. What must N be?
2. Find the probability that neither clock has rung by time t. Then ask which one rings first.
3. If a trial is physical with probability p, what is the probability that the first physical collision comes at trial number n?
4. The sum of n qⁿ⁻¹ is the derivative of a geometric series.
5. For (d), find the distribution of the time between physical collisions, adding up the cases with zero, one, two and more null events in between.

**Full solution**

*The two clocks.* A constant rate P means that, in a short time dt, the physical clock rings with probability P dt, whatever happened before. Let S(t) be the probability that it has not yet rung. Then

S(t + dt) = S(t)(1 − P dt), so dS/dt = −P S and S(t) = exp(−Pt),

since S(0) = 1. The null clock obeys the same law with N in place of P. The clocks are independent, so the probability that both are silent until t is the product

exp(−Pt) exp(−Nt) = exp(−(P + N)t).

This must equal exp(−Gt), the law from which the flights are drawn. Hence

N = G − P = 1×10¹⁴ s⁻¹ − 2×10¹³ s⁻¹ = 8×10¹³ s⁻¹.

*Part (a).* The null clock rings first, between t and t + dt, if it rings in that interval and the physical clock has been silent until then. Adding over all t gives the null probability q:

q = ∫₀^∞ N exp(−Nt) exp(−Pt) dt = N ∫₀^∞ exp(−Gt) dt = N/G = 1 − P/G.

With the given rates,

q = 1 − (2×10¹³)/(1×10¹⁴) = 1 − 0.2 = 0.8.

Four trials in five are null events. The remaining probability,

p = 1 − q = P/G = 0.2,

belongs to the physical collisions.

The integrand contains a second fact. The first ring of either kind falls in dt with probability G exp(−Gt) dt, and the null clock supplies the part N exp(−Gt) dt. Their ratio is N/G for every t. The kind of event is therefore independent of the length of the flight before it, and one comparison is enough: draw r between 0 and 1, and accept a physical collision if r < P/G. Because constant rates have no memory, both clocks start afresh after each trial, and successive trials are independent. In a long run the fraction of null events then tends to the probability q.

*Part (b).* The first physical collision comes at trial n if the first n − 1 trials are null and the next is physical. By independence the probability is

p_n = qⁿ⁻¹ p, n = 1, 2, 3, …

The mean number of trials is the sum of n p_n. Start from the geometric series, valid for 0 ≤ q < 1,

1 + q + q² + … = 1/(1 − q),

and differentiate both sides with respect to q:

1 + 2q + 3q² + … = 1/(1 − q)².

The left side is the sum of n qⁿ⁻¹. Multiplying by p and using 1 − q = p gives

⟨n⟩ = p/p² = 1/p = G/P = (1×10¹⁴)/(2×10¹³) = 5.

This count includes the successful trial. The mean number of null events per physical collision is one less:

⟨n⟩ − 1 = G/P − 1 = N/P = 4.

The times agree with this. A trial comes on average every 1/G = 10 fs and a physical collision every 1/P = 50 fs, so five trial intervals fit into one mean physical flight.

*Part (c).* Differentiate the series once more:

2 + 6q + 12q² + … = 2/(1 − q)³.

The left side is the sum of n(n − 1) qⁿ⁻². Multiplying by pq turns each term into n(n − 1) p_n, so

⟨n(n − 1)⟩ = 2pq/p³ = 2q/p².

The variance follows from ⟨n²⟩ = ⟨n(n − 1)⟩ + ⟨n⟩:

σ² = 2q/p² + 1/p − 1/p² = (2q + p − 1)/p² = q/p²,

where the last step uses p − 1 = −q. Therefore

σ = √q/p = √0.8/0.2 = 4.47.

The spread is nearly as large as the mean. Since p_n falls by the factor q from each n to the next, the most probable number of trials is 1, with probability 0.2. The mean of 5 comes from balancing many short sequences against a few long ones, and it should not be read as a collision at every fifth trial.

A direct count agrees with these results. Two independent random streams of events, with rates P and N, were merged and followed through 400 000 physical collisions. The null fraction was 0.7999 and the mean number of trials 4.998.

*Part (d).* Let w_n(t) be the probability density for the n-th trial to occur at time t after the last physical collision. For the first trial,

w₁(t) = G exp(−Gt).

The next trial follows after a further flight with the same law, so

w_(n+1)(t) = ∫₀^t w_n(s) G exp(−G(t − s)) ds.

The solution is

w_n(t) = G (Gt)ⁿ⁻¹ exp(−Gt)/(n − 1)!.

It is right for n = 1. If it holds for n, the exponentials in the integral combine to exp(−Gt), which comes out in front, and

w_(n+1)(t) = Gⁿ⁺¹ exp(−Gt)/(n − 1)! · ∫₀^t sⁿ⁻¹ ds = G (Gt)ⁿ exp(−Gt)/n!,

because the integral is tⁿ/n and n·(n − 1)! = n!. So it holds for every n.

The kind of each event is independent of the flight times. The density f(t) of the time between physical collisions is therefore the sum of w_n(t), each weighted with qⁿ⁻¹ p:

f(t) = pG exp(−Gt) [1 + qGt + (qGt)²/2! + …] = pG exp(−Gt) exp(qGt).

Now pG = P and qG = N, and G − N = P, so

f(t) = P exp(−Pt).

This is the flight law of the physical clock alone. The trial rate G has dropped out. Null events cost computing time and leave the statistics of the motion unchanged, provided that they really leave the electron state alone.

To see what the proviso is worth, let a constant force of size F act on the electron, and let each physical collision leave the wavevector with zero mean. In atomic units the wavevector grows at the rate F, so its mean is F times the mean time a since the last collision. During a flight of length T the elapsed time runs from 0 to T, and its integral over the flight is T²/2. Dividing by the mean duration of a flight gives

a = ⟨T²⟩/(2⟨T⟩).

For flights with the law P exp(−Pt), ⟨T⟩ = 1/P and ⟨T²⟩ = 2/P², hence a = 1/P = 50 fs. If null events were wrongly allowed to randomise the wavevector too, the flights would follow the rate G, and a would be 1/G = 10 fs. The mean wavevector along the force would be too small by the factor G/P = 5. The merged event streams gave 49.93 fs and 9.99 fs for the two cases.

*Limits.* If G = P, then q = 0 and each trial is a collision. If G is raised at fixed P, the number of trials grows in proportion to G, while the physics stays the same: doubling G to 2×10¹⁴ s⁻¹ would give q = 0.9 and 10 trials. If G is below P, the method fails. The ratio P/G exceeds 1 and cannot be a probability; the comparison r < P/G then accepts every trial, and the electron scatters at the rate G, which is too low. A good G is therefore as small as possible without falling below the largest physical rate that matters.

**Variation 1: the number given is the null rate**

*Suppose that 1×10¹⁴ s⁻¹ is the rate of null events alone, with P unchanged. What are the null fraction and the mean number of trials?*

Now N = 1×10¹⁴ s⁻¹, and the total rate is the sum

G = P + N = 1.2×10¹⁴ s⁻¹.

The formulas are the same:

q = N/G = 1/1.2 = 0.833, ⟨n⟩ = G/P = 1.2/0.2 = 6.

There are five null events per physical collision instead of four. The word "total" in the original problem decides between the two answers.

**Variation 2: a physical rate that varies**

*Let P change with time along the electron's path, with P ≤ G throughout. What replaces G/P, and what does this mean for a silicon channel?*

In a long time L there are on average GL trials. A trial at time t is accepted with probability P(t)/G, so the mean number of physical collisions is

∫₀^L G · (P(t)/G) dt = ∫₀^L P(t) dt = P̄ L,

where P̄ is the time average of the physical rate. Dividing the numbers of events gives

trials per physical collision = G/P̄, null fraction = 1 − P̄/G.

As an example, let the rate depend on the time s since the last physical collision. It starts at 1×10¹³ s⁻¹, grows by 5×10¹¹ s⁻¹ per femtosecond, and stops growing at G = 1×10¹⁴ s⁻¹. The share of time spent at age s is proportional to the survival probability S(s), so P̄ = ∫PS ds/∫S ds. Numerical integration predicts 4.056 trials per collision, and a simulation of 200 000 flights gave 4.055.

*The silicon channel.* A rate of 2×10¹³ s⁻¹ is of the right size for phonon scattering of warm electrons in silicon. Take as rough illustrative values a lattice at 300 K, a field of 0.03 MV/cm, 1×10¹⁹ electrons per cm³, and a thermal energy distribution with k_B T_e = 0.1 eV, for which the mean energy is 0.167 eV. The field and the electron energy are chosen separately here, and neither is derived from the other; in a short channel the energy depends on the fields the electrons have already crossed, not on the local field alone. Real channels break the assumption of a constant rate, because the rate follows the number of final states, which grows with energy. If P is taken proportional to the density of states of a nonparabolic band (nonparabolicity 0.5 eV⁻¹) and set to 2×10¹³ s⁻¹ at the mean energy, its average is 1.96×10¹³ s⁻¹. The null fraction becomes 0.804 and the number of trials 5.10, a rise of 2% over the constant-rate answer. In this model P passes G at about 1.0 eV. About 3×10⁻⁴ of the electrons lie above that energy, and about 2×10⁻⁴ of the physical collisions are lost. That is harmless for the mean count, but a quantity governed by the most energetic electrons, such as impact ionisation, needs a larger G.

The rate also changes within a single flight. An electron of mean energy moving along the force gains, to first order in the field, 0.074 eV in 50 fs if its mass is 0.19 m_e and 0.034 eV if it is 0.92 m_e, the light and heavy masses of a silicon valley. These are about 45% and 20% of the mean energy. The formula G/P̄ covers this case, since it asks for no constancy during a flight.

The lattice temperature moves the count further. Emission of a phonon of energy ω has weight n_B + 1 and absorption has weight n_B, where n_B = 1/(exp(ω/k_B T) − 1). If both lead to equally many final states, the rate scales as

2n_B + 1 = (exp(ω/k_B T) + 1)/(exp(ω/k_B T) − 1) = coth(ω/(2k_B T)).

Heating from 300 K to 400 K, with G, the electron energies and the final states held fixed, multiplies this factor by 1.17 for a phonon of 0.06 eV. The number of trials falls to 5/1.17 = 4.27. The condition of equal final states is not met for these electrons. The density of states grows with energy, so absorption reaches more final states than emission (about 1.7 times as many at the mean energy), and n_B grows faster with temperature than n_B + 1. The factor 1.17 is therefore a lower bound for this phonon, and the count falls somewhat below 4.27. For acoustic phonons with ω much smaller than k_B T, the factor is proportional to T; it is multiplied by 1.33, and the count falls to 3.75. Of the effects on the count sized here, this is the largest: 15% to 25% below the value of 5.

Filled final states matter less for the warm electrons. A proposed collision into an occupied state is rejected and becomes one more null event. For elastic collisions at the stated density the rejected share is 0.8%, which gives 5.04 trials. For electrons at the lattice temperature of 300 K, as near the source of a transistor, the share is 7.4%. These estimates use the bulk density of states; the subbands of a thin channel, surface roughness and impurities would change P itself and are not sized here.

*A quantum limit on the picture.* A state that survives with probability exp(−Pt) has an amplitude that decays as exp(−Pt/2). Apart from its oscillation at the level energy, its Fourier transform at energy offset x is

∫₀^∞ exp(−Pt/2) exp(ixt) dt = 1/(P/2 − ix),

with squared size 1/(x² + P²/4). This falls to half its peak at x = ±P/2, so the full width of the level is P in atomic units, or ħP = 0.0132 eV. That is 8% of the mean energy. Energy conservation in a single collision is blurred by an amount of this order (twice as much if the states before and after the collision both decay at the rate P), and a description by sharp energies and rates becomes doubtful when the width is comparable with the electron energy. The width contains P and not G: null events do not end the life of a state, so they do not broaden it.

The numerical output below lists the values used here.

Computed results

```
physical rate: 2.0e+13 1/s
total trial rate: 1.0e+14 1/s
null rate: 8.0e+13 1/s
physical fraction of trials: 0.200
null-event fraction: 0.800
mean trials per physical collision: 5.000
mean nulls per physical collision: 4.000
standard deviation of trial count: 4.472
mean time between trials: 10.0 fs
mean physical flight time: 50.0 fs
counted physical collisions: 400000
counted null fraction: 0.7999
counted mean trials: 4.998
simulated mean age, nulls harmless: 49.93 fs
simulated mean age, nulls wrongly reset: 9.99 fs
misread as null rate, null fraction: 0.833
misread as null rate, trials: 6.000
varying-rate test, simulated trials: 4.055
varying-rate test, predicted: 4.056
rough silicon channel, effects neglected by the constant rate
electron temperature energy: 0.10 eV
field: 0.03 MV/cm
electron density: 1.0e+19 1/cm3
masses, light and heavy: 0.19, 0.92 m_e
density-of-states mass, six valleys: 1.061 m_e
nonparabolicity: 0.50 1/eV
mean electron energy: 0.167 eV
energy-averaged physical rate: 1.962e+13 1/s
null fraction, energy-dependent rate: 0.804
trials, energy-dependent rate: 5.10
energy where rate passes ceiling: 1.011 eV
electron share above ceiling: 3.37e-04
collision share lost at ceiling: 2.33e-04
energy gain per flight, light mass: 0.074 eV
energy gain per flight, heavy mass: 0.034 eV
lattice temperatures: 300, 400 K
phonon energy: 0.060 eV
hot/room rate ratio, optical: 1.171
hot/room rate ratio, acoustic: 1.333
trials at hot lattice, optical: 4.27
trials at hot lattice, acoustic: 3.75
band-edge filling, warm electrons: 0.039
blocked share, warm electrons: 0.0078
trials with blocking, warm electrons: 5.04
band-edge filling, lattice-temperature: 0.281
blocked share, lattice-temperature: 0.074
level width hbar*P: 0.0132 eV
level width over mean energy: 0.079
```
